# Why substrate current peaks at intermediate gate voltage in long transistors

**Q.** I hold the drain of a long n-channel transistor at 5 V, ground the source and body, and sweep the gate. The body current rises and then falls, though the drain current keeps growing. Where does this body current come from, and why does it not simply follow the electrons?

**A.** It consists of holes made near the drain. An electron that gains enough energy from the field can lift another electron across the gap, leaving a hole. The new electron goes to the drain and the hole to the body. Let $\alpha$ be the number of such events per electron per unit length. Then the substrate current is

$$I_{sub}=I_D N,\qquad N=\int_0^L \alpha\,dx .$$

This assumes $N\ll1$, so that the electrons created do not noticeably increase the current that creates them. For the rate I take the local form $\alpha=A\,e^{-B/E}$, where $E=dV/dx$ is the magnitude of the field along the channel and $V(x)$ the channel potential. So the gate must be judged by two effects: what it does to $I_D$, and what it does to the field.

**Q.** Start with the current. How fast does it grow?

**A.** In most of a long channel the gate fixes the mobile charge per area, whose magnitude is

$$Q=C_{ox}(V_G-V_T-mV).$$

Here $C_{ox}$ is the oxide capacitance per area and $V_T$ the threshold voltage. The factor $m>1$ accounts, to linear order, for the growth of the body's depletion charge with $V$. This charge vanishes at the saturation voltage

$$s\equiv V_{Dsat}=\frac{V_G-V_T}{m}.$$

With constant mobility $\mu$ and width $W$, $I_D=W\mu Q\,dV/dx$. The current is the same at every $x$, so integrating from the source to the point where $V=s$ gives

$$I_DL=W\mu C_{ox}\int_0^s m(s-V)\,dV=W\mu C_{ox}\frac{m s^2}{2}.$$

I have used $L$ for the distance to that point, because the remaining high-field layer is short in a long transistor. Thus $I_D\propto s^2$.

**Q.** And the field? More gate voltage means a stronger vertical field. Why should the field near the drain become weaker?

**A.** The field that heats the electrons is the one along the channel. Apply Gauss's law to a thin slice of silicon under the gate, of depth $d$ and length $dx$, taking $E$ as uniform over the depth.

The field vector points toward the source, so the two side faces contribute a net outward flux $-\varepsilon_s d\,V''dx$. The gate sends flux $D_g\,dx$ in through the top. Mobile electrons contribute charge $-Q\,dx$. Let $Q_B$ be the magnitude of the acceptor charge per area, both inside the slice and below it; the part below appears as flux leaving through the bottom. Gauss's law then reads

$$-\varepsilon_s d\,V''-D_g=-Q-Q_B .$$

By the definitions of $V_T$ and $m$, $D_g-Q_B=C_{ox}(V_G-V_T-mV)$. Hence

$$\varepsilon_s d\,V''=Q-C_{ox}(V_G-V_T-mV).$$

Where the curvature is negligible, this returns the gate-controlled charge used above. Beyond $V=s$ the gate no longer calls for electrons, and the few in transit can be neglected at first. Then

$$V''=\frac{V-s}{l^2},\qquad l^2=\frac{\varepsilon_s d}{mC_{ox}}=\frac{\varepsilon_s\,d\,t_{ox}}{m\,\varepsilon_{ox}},$$

where $t_{ox}$ is the oxide thickness. Multiply by $2V'$ and integrate from the point where $V=s$, calling the field there $E_p$:

$$E^2=E_p^2+\frac{(V-s)^2}{l^2}.$$

In a long channel $E_p$ is small compared with the drain-end field. With $u=V_D-s$, that field is

$$E_m=\frac{u}{l}.$$

More gate drive keeps the channel filled with electrons up to a higher potential $s$. Less of the fixed drain voltage is then left across a layer whose decay length $l$ has not changed, so $E_m$ falls.

**Q.** The field falls linearly while the current grows as a square. Why does the square not win?

**A.** Even a factor falling linearly to zero would beat the square in the end. Ionization depends exponentially on the field, and this makes the loss win much earlier. Since $E=(V-s)/l$ gives $dE/dx=E/l$, we may replace $dx$ by $l\,dE/E$. Extending the lower limit to zero adds a negligible amount, because $e^{-B/E}$ vanishes rapidly there:

$$N=Al\int_0^{E_m}e^{-B/E}\frac{dE}{E}=Al\int_z^\infty\frac{e^{-t}}{t}\,dt,\qquad t=\frac BE,\quad z=\frac{B}{E_m}=\frac bu,\quad b=Bl.$$

Call the last integral $E_1(z)$. Integration by parts gives

$$E_1(z)=\frac{e^{-z}}{z}-\int_z^\infty\frac{e^{-t}}{t^2}\,dt .$$

The subtracted integral is positive and smaller than $E_1(z)/z$, because $1/t<1/z$ inside it. Keeping the first term therefore overestimates $N$, by a fraction of the full integral smaller than $1/z=u/b$:

$$N\simeq Al\,\frac{u}{b}e^{-b/u}=\frac AB\,u\,e^{-b/u}.$$

Together with the current, $I_{sub}\propto s^2u\,e^{-b/u}$. At fixed $V_D$, $du/ds=-1$, so

$$\frac{d\ln I_{sub}}{ds}=\frac2s-\frac1u\left(1+\frac bu\right).$$

The first term is the fractional gain in electrons per volt of $s$; the second is the fractional loss of ionization. As $s$ goes from 0 to $V_D$, the gain falls steadily from infinity and the loss rises steadily to infinity. They cross once, which gives one maximum in this model.

**Q.** Can you tell me where it is, with numbers?

**A.** Set gain equal to loss and use $s=V_D-u$:

$$2u^2=(V_D-u)(u+b)=uV_D+bV_D-u^2-bu,$$

$$3u^2+(b-V_D)u-bV_D=0.$$

The product of the roots is negative, so one root is positive:

$$u_*=\frac{V_D-b+\sqrt{(V_D-b)^2+12bV_D}}{6},\qquad V_G^*=V_T+m(V_D-u_*).$$

Take $t_{ox}=20$ nm, $d=250$ nm, $m=1.2$, $V_T=0.8$ V and $W=L=10$ µm. With $\varepsilon_s/\varepsilon_{ox}=3$,

$$l=\sqrt{3\times250\times20/1.2}\ \text{nm}=112\ \text{nm}.$$

For $B=1.70$ MV/cm this gives $b=19.0$ V. At $V_D=5$ V,

$$u_*=\frac{-14.0+\sqrt{14.0^2+12\times19.0\times5}}{6}\ \text{V}=3.76\ \text{V}.$$

So $s=1.24$ V and $V_G^*=0.8+1.2\times1.24=2.29$ V. The drain-end field is $3.76\ \text{V}/112\ \text{nm}=0.336$ MV/cm.

With $\mu=600$ cm²/Vs and $C_{ox}=0.173$ µF/cm², the square law gives $I_D=95.8$ µA. With $A=2.0\times10^6$ cm⁻¹, $A/B=1.18$ V⁻¹ and

$$N\simeq1.18\times3.76\times e^{-5.06}=0.028,$$

so $I_{sub}=2.7$ µA. The unapproximated integral gives $N=0.024$. The excess is about 17% of that value, within the bound $1/5.06=20\%$. Both values also satisfy $N\ll1$.

**Q.** Is the peak a fixed fraction of the drain voltage?

**A.** No. The condition $2u^2=(u+b)s$ shows that $s/V_D$ depends on $V_D/b$. If $b\gg V_D$, ionization is very sensitive to field. Then $u\simeq V_D$, the loss is about $b/V_D^2$, and

$$s_*\simeq\frac{2V_D^2}{b}\ll V_D .$$

The peak then comes soon after threshold. Our example has $b/V_D=3.8$, which is not large enough: this limit would give 2.6 V instead of 1.24 V.

In the opposite limit, $b\ll V_D$, the quadratic gives $u=V_D/3$ and $s=2V_D/3$. That is a property of the closed formula and not a prediction for a device, since the formula for $N$ needs $b/u$ to be large. It does show that the formula's peak stays inside saturation: $s=2u^2/(u+b)<2u$ implies $s<2V_D/3$.

For $V_D=4$, 5 and 6 V the formula puts the peak at $V_G=1.86$, 2.29 and 2.76 V. The ratio $V_G^*/V_D$ happens to stay near 0.46, because two changes nearly cancel: $s_*/V_D$ rises from 0.22 to 0.27 while $V_T/V_D$ falls. Another $l$ or $V_T$ would change the ratio.

**Q.** You inserted a saturation voltage by hand and then blamed it for the fall. Does the peak survive without it?

**A.** It does. Keep the full box equation from source to drain, put $Q=I_D/(Wv)$, and let the electron velocity saturate:

$$v=\frac{\mu E}{1+\mu E/v_{sat}},\qquad v_{sat}=10^7\ \text{cm/s}.$$

Impose $V(0)=0$, $V(L)=V_D$ and the gate-controlled charge at the source. No saturation voltage is supplied; the current and field come out of the solution. At $V_D=5$ V:

| $V_G$ (V) | $I_D$ (µA) | $E_m$ (MV/cm) | $I_{sub}$ (µA) |
|---|---|---|---|
| 1.2 | 7.3 | 0.418 | 0.56 |
| 2.0 | 61.9 | 0.361 | 2.25 |
| 2.4 | 107.6 | 0.334 | 2.48 |
| 3.2 | 232.0 | 0.281 | 1.77 |
| 4.0 | 396.6 | 0.230 | 0.68 |
| 5.0 | 652.5 | 0.171 | 0.066 |

The field is strongest at the lowest gate voltage in the table, where there are few electrons to use it. The peak lies at 2.39 V, against 2.29 V from the formula. For a channel of 100 µm, the full solution peaks at 2.32 V and the long-channel theory with the unapproximated $E_1$ at 2.31 V.

That longer channel also shows the competition directly. Per volt of gate, the logarithmic gain in current and loss in ionization are 2.49 and 1.00 at $V_G=1.6$ V, 1.24 and 1.36 at 2.4 V, and 0.83 and 1.95 at 3.2 V. The balance has changed sign between the first two.

**Q.** At 5 V on the gate, how good is your simple formula?

**A.** Poor in magnitude: it gives 0.0042 µA where the full solution gives 0.066 µA. The neglected electrons in transit are responsible for most of this. At saturated velocity their charge corresponds to

$$\frac{Q}{C_{ox}}=\frac{I_D}{Wv_{sat}C_{ox}}=\frac{652.5\times10^{-6}}{10^{-3}\times10^7\times0.173\times10^{-6}}\ \text{V}=0.38\ \text{V}.$$

In the box equation this constant charge replaces $s$ by $s-0.38/1.2=s-0.32$ V. The voltage across the layer rises from 1.50 to 1.82 V, and $u/l$ from 0.134 to about 0.16 MV/cm, most of the way to 0.171. The exponent $B/E_m$ falls from 12.7 with the formula's field to 9.9 with the full one, a factor of about 15 in the ionization rate at the drain. At the peak the same charge amounts to only about 0.06 V.

**Q.** Is there an experiment that would separate the two causes?

**A.** Raise the drain together with the gate so that $V_D-V_{Dsat}$ stays fixed. If the weakening field causes the fall, the fall should disappear. In the full solution, start at $V_G=2.4$ V and $V_D=5$ V, then go to 3.2 and 4.0 V on the gate with 5.67 and 6.33 V on the drain. The substrate current rises from 2.48 to 6.0 and 11.9 µA. With the drain held at 5 V it falls from 2.48 to 1.77 and 0.68 µA.

The compensation is slightly too strong, since $E_m$ rises from 0.334 to 0.348 MV/cm. That contributes a factor of about 1.3 to the increase of 4.8. The remaining 3.7 is close to the growth in the supply of electrons.

**Q.** How far should I trust these numbers for a real transistor?

**A.** Trust the competition more than the microamperes. The parameters are rough values for 5 V silicon technology with a 20 nm oxide. The 10 µm channel is that of a long test device; logic transistors with such an oxide are nearer 1 µm. There velocity saturation spoils the square law, and the formula for $V_G^*$ should not be used: with $L=1$ µm and nothing else changed, the full solution puts the peak above 3 V. For the long channel, two of the assumptions tested here matter most. I change them one at a time.

First, the field is not uniform over the depth $d$. With $y$ measured down from the surface, the excess potential $e^{x/\lambda}\cos[(d-y)/\lambda]$ satisfies Laplace's equation and has no flux through the bottom. Matching the surface flux to $mC_{ox}$ times the surface potential gives

$$\frac d\lambda\tan\frac d\lambda=\frac{mC_{ox}d}{\varepsilon_s}=\frac{d^2}{l^2}=5.0 .$$

For a shallow box $\lambda\to l$, but here $\lambda=190$ nm. This is the decay length of the slowest mode, which governs the field away from the drain. If it alone set the drain-end field, as $u/\lambda$, the peak would move to 1.90 V and $N$ there would fall from 0.028 to 0.0017. Close to the drain, however, faster-decaying modes also matter. For a drain face at uniform potential, they raise the field near the surface and lower it deep in the slice. The size and even the direction of the real shift therefore depend on the drain's shape and on the depth at which the electrons flow. With all modes summed for such a face, electrons moving 25 nm below the surface give a peak near 2.6 V with $N\approx0.06$, and electrons 125 nm below give a peak near 1.8 V with $N\approx0.001$.

Second, electrons take some distance to heat up. If they respond to the field averaged over a preceding distance $\lambda_e$, roughly 65 nm, with weight $e^{-w/\lambda_e}/\lambda_e$, then an exponentially growing field gives

$$E_{eff}=E\int_0^\infty e^{-w/l}e^{-w/\lambda_e}\frac{dw}{\lambda_e}=\frac{E}{1+\lambda_e/l},$$

which at the drain is $u/(l+\lambda_e)$. The peak moves to 1.95 V. Replacing $l$ by $l+\lambda_e$ everywhere would give $N=0.0028$ there, which is the uncorrected value printed in the output. The layer itself still has decay length $l$, however, so the part produced before the drain edge is smaller by the factor $112/177$, which leaves 0.0018. Electrons still hot beyond the edge add to this: if the field dropped to zero there, they would bring the total back to 0.0028.

In these two rough estimates, $N$ at the peak falls ten- to sixteenfold and the peak moves down by 0.3 to 0.4 V, but it does not disappear. Smaller effects are a 10% larger $B$, as a rough allowance for a hot device, which puts the peak at 2.22 V, and a mobility loss of 0.05 per volt of gate drive, which puts it at 2.26 V. The linear factor $m$ also overstates the depletion charge at several volts. For a uniformly doped body that charge grows as $\sqrt{2\phi_F+V}$, where $2\phi_F$ is the band bending at threshold. Using this law, with $2\phi_F=0.7$ V and the same slope at the source, moves the peak of the full solution from 2.39 to 2.25 V and lowers its height from 2.5 to 1.9 µA. A body resistance of 1000 Ω would drop 2.7 mV, far too little to turn on the source junction.

**Q.** And where does the argument itself stop applying?

**A.** Close to threshold, diffusion carries much of the current and the square law fails. The full solution omits diffusion too, so its lowest gate voltages are the least certain: at 1.2 V diffusion carries roughly a sixth of the current, at the peak only a few percent. Above $V_G=V_T+mV_D=6.8$ V in this example, the channel is not pinched off and $u$ has no meaning. If $N$ approaches one, the created carriers feed back on the current and the product $I_DN$ is no longer enough. The numerical output below gives the remaining values of the sweep.

## Computed results

```
INPUTS (rough 5 V silicon n-channel device)
V_D = 5.0 V, V_T = 0.8 V, m = 1.2
oxide 20 nm, box depth 250 nm
W = 10 um, L = 10 um
mobility 600 cm2/Vs, v_sat 1.0e+07 cm/s
A = 2.0e+06 /cm, B = 1.70 MV/cm
C_ox = 0.1727 uF/cm2
decay length l = 111.8 nm, b = B*l = 19.01 V
PEAK FROM FORMULA
u = 3.759 V, V_Dsat = 1.241 V, V_G = 2.289 V
E_m = 0.336 MV/cm, b/u = 5.06
I_D = 95.8 uA, pairs per electron = 0.0282
I_sub = 2.70 uA
pairs per electron, unapproximated integral = 0.0240
GATE SWEEP: formula | full channel solution
V_G(V) Vdsat(V) ID(uA) Em(MV/cm) Isub(uA) | ID Em Isub
1.2 0.333 6.9 0.417 0.6457 | 7.3 0.418 0.5647
1.6 0.667 27.6 0.388 1.7532 | 28.2 0.389 1.5304
2.0 1.000 62.2 0.358 2.5265 | 61.9 0.361 2.2458
2.4 1.333 110.5 0.328 2.6730 | 107.6 0.334 2.4799
2.8 1.667 172.7 0.298 2.2610 | 164.5 0.307 2.2651
3.2 2.000 248.6 0.268 1.5551 | 232.0 0.281 1.7682
4.0 2.667 442.0 0.209 0.3519 | 396.6 0.230 0.6777
5.0 3.500 761.4 0.134 0.0042 | 652.5 0.171 0.0664
PEAK GATE VOLTAGE (V): formula | full solution
V_D = 4.0 V: 1.856 | 1.909
V_D = 5.0 V: 2.289 | 2.391
V_D = 6.0 V: 2.759 | 2.928
L = 100 um: full peak 2.318 V, unapproximated theory 2.310 V
LOG SLOPES PER GATE VOLT, L = 100 um (1/V)
V_G(V): current gain formula, full | ionization loss same
1.6: 2.500, 2.494 | 1.036, 1.002
2.4: 1.250, 1.244 | 1.405, 1.356
3.2: 0.833, 0.828 | 2.038, 1.953
COUNTERFACTUAL: V_D raised to keep V_D - V_Dsat fixed
V_G 2.4 V, V_D 5.000 V: E_m 0.334 MV/cm, I_sub 2.48 uA
V_G 3.2 V, V_D 5.667 V: E_m 0.340 MV/cm, I_sub 6.01 uA
V_G 4.0 V, V_D 6.333 V: E_m 0.348 MV/cm, I_sub 11.90 uA
NEGLECTED EFFECTS: peak V_G and pairs per electron there
depth-resolved decay 190 nm: 1.899 V, 0.00175
heating lag 65 nm: 1.950 V, 0.00280
B raised 10 % (hot device): 2.216 V, 0.01715
mobility loss 0.05 per V: peak V_G 2.258 V
substrate drop at 1000 ohm: 2.70 mV
oxide field, at most V_G/t_ox: 1.14 MV/cm
band-to-band tunnelling factor: exp(-63)
```
